# Stability of a relaxing step train with logarithmic attraction: a program that tests the result

```python
"""
Result under test: a train of straight steps with energy sum U(spacing),
U(l) = A ln(l) + B/l^2 (A, B > 0, nearest neighbours only), relaxing downhill
in energy at fixed mean spacing l, is linearly unstable exactly when
l > l_c = sqrt(6 B / A).

Symbols: A [eV/angstrom], B [eV angstrom], l spacing [angstrom],
u displacement of a step from its place in the equal train, q phase per step.
Energies are per unit step length. The example is a strained film on vicinal
silicon (111); its material parameters are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

# ---------- inputs (rough typical values) ----------
young = 1.0          # eV/angstrom^3
poisson = 0.25
misfit = 0.01
height = 3.1         # angstrom
B = 0.4              # eV angstrom
temperature = 900.0  # K
stiffness = 0.03     # eV/angstrom
l_low, l_mid, l_high = 25.0, 40.0, 60.0   # angstrom

kT = constants.k * temperature / constants.e
to_gpa = constants.e / 1e-30 / 1e9


def log_strength(modulus):
    return (2 * (1 + poisson) * modulus * misfit**2 * height**2
            / (np.pi * (1 - poisson)))


A = log_strength(young)
l_c = np.sqrt(6 * B / A)
l_0 = np.sqrt(2 * B / A)


def U(l):
    return A * np.log(l) + B / l**2


def U1(l):
    return A / l - 2 * B / l**3


def U2(l):
    return -A / l**2 + 6 * B / l**4


# ---------- line force on an elastic half-space gives the logarithm ----------
x, z, F = sp.symbols("x z F", real=True)
r2 = x**2 + z**2
radial = -2 * F / sp.pi * x / r2
sxx, sxz, szz = radial * x**2 / r2, radial * x * z / r2, radial * z**2 / r2
assert sp.simplify(sp.diff(sxx, x) + sp.diff(sxz, z)) == 0
assert sp.simplify(sp.diff(sxz, x) + sp.diff(szz, z)) == 0
trace = sxx + szz
assert sp.simplify(sp.diff(trace, x, 2) + sp.diff(trace, z, 2)) == 0
assert sxz.subs(z, 0) == 0 and szz.subs(z, 0) == 0
traction_x = sp.lambdify((x, z), (sxx * x + sxz * z).subs(F, 1))
traction_z = sp.lambdify((x, z), (sxz * x + szz * z).subs(F, 1))
pull_x = quad(lambda t: traction_x(np.cos(t), np.sin(t)), 0, np.pi)[0]
pull_z = quad(lambda t: traction_z(np.cos(t), np.sin(t)), 0, np.pi)[0]
assert abs(pull_x + 1) < 1e-9 and abs(pull_z) < 1e-9

# Film stress from Hooke's law for equal in-plane strains, free surface.
s = sp.symbols("s")
film_stress = float(sp.solve((s - poisson * s) / young - misfit, s)[0])
line_force = film_stress * height
surface_stress = sp.lambdify(x, sxx.subs(z, 0).subs(F, line_force))


def surface_strain(pos):
    along = surface_stress(pos)
    across = poisson * along          # no strain along the step
    return (along - poisson * across) / young


work = -line_force * quad(surface_strain, 20.0, 70.0)[0]
assert abs(work / (A * np.log(70.0 / 20.0)) - 1) < 1e-8


# ---------- ring of steps: gradient and Hessian from the energy ----------
def ring_energy(u, l):
    gaps = l + np.roll(u, -1, axis=-1) - u
    return np.sum(A * np.log(gaps) + B / gaps**2, axis=-1)


def gradient(u, l):
    tiny = 1e-30
    return ring_energy(u + 1j * tiny * np.eye(len(u)), l).imag / tiny


def hessian(l, n):
    d = 0.01
    rows = [(gradient(d * e, l) - gradient(-d * e, l)) / (2 * d)
            for e in np.eye(n)]
    H = np.array(rows)
    return (H + H.T) / 2


n_ring = 8
phases = 2 * np.pi * np.arange(n_ring) / n_ring
for l in (l_mid, l_high):
    found = np.linalg.eigvalsh(hessian(l, n_ring))
    expected = np.sort(U2(l) * 2 * (1 - np.cos(phases)))
    assert np.max(abs(found - expected)) < 1e-4 * np.max(abs(expected))


def strongest_eigenvalue(l):
    e = np.linalg.eigvalsh(hessian(l, n_ring))
    return e[np.argmax(abs(e))]


l_c_numeric = brentq(strongest_eigenvalue, 0.7 * l_c, 1.5 * l_c, xtol=1e-8)
assert abs(l_c_numeric / l_c - 1) < 1e-4

# Any symmetric positive mobility gives the same verdict.
rng = np.random.default_rng(7)
for trial in range(20):
    R = rng.normal(size=(n_ring, n_ring))
    M = R @ R.T + 0.1 * np.eye(n_ring)
    for l, growing in ((l_mid, 0), (l_high, n_ring - 1)):
        rates = np.linalg.eigvals(-M @ hessian(l, n_ring)).real
        assert np.sum(rates > 1e-6 * np.max(abs(rates))) == growing


# ---------- nonlinear step motion against the linear rates ----------
def reservoir_motion(t, u, l):
    return -gradient(u, l)


kinetic_length = 20.0


def terrace_motion(t, u, l):
    mu = gradient(u, l)
    gaps = l + np.roll(u, -1) - u
    flow = (np.roll(mu, -1) - mu) / (gaps + kinetic_length)
    return flow - np.roll(flow, 1)


worst_rate_error = 0.0
for l in (l_mid, l_high):
    for j in (2, 3, 4):
        q = 2 * np.pi * j / n_ring
        shape = np.cos(q * np.arange(n_ring))
        w = 2 * (1 - np.cos(q))
        cases = ((reservoir_motion, -U2(l) * w),
                 (terrace_motion, -U2(l) * w**2 / (l + kinetic_length)))
        for motion, rate in cases:
            span = 1 / abs(rate)
            run = solve_ivp(motion, (0, span), 0.002 * shape, args=(l,),
                            method="LSODA", rtol=1e-9, atol=1e-13)
            assert run.success
            gain = (run.y[:, -1] @ shape) / (run.y[:, 0] @ shape)
            error = abs(np.log(gain) / span / rate - 1)
            worst_rate_error = max(worst_rate_error, error)
assert worst_rate_error < 2e-3

# ---------- long run above threshold ends in one bunch ----------
start = 0.1 * rng.normal(size=n_ring)
times = np.concatenate(([0.0], np.geomspace(1e5, 1e10, 80)))
run = solve_ivp(reservoir_motion, (0, times[-1]), start, args=(l_high,),
                method="LSODA", rtol=1e-8, atol=1e-8, t_eval=times)
assert run.success
energies = np.array([ring_energy(u, l_high) for u in run.y.T])
assert np.all(np.diff(energies) < 1e-10)
final = run.y[:, -1]
final_gaps = np.sort(l_high + np.roll(final, -1) - final)
assert np.sum(final_gaps > l_c) == 1


def wide_gap(narrow):
    return n_ring * l_high - (n_ring - 1) * narrow


narrow = brentq(lambda g: U1(g) - U1(wide_gap(g)), l_0, 40.0)
assert np.max(abs(final_gaps[:-1] - narrow)) < 1e-2
assert abs(final_gaps[-1] - wide_gap(narrow)) < 5e-2
energy_drop = energies[0] - energies[-1]

# ---------- exactly at threshold: the cubic term lowers the energy ----------
delta = 0.05
change = U(l_c + 2 * delta) + 2 * U(l_c - delta) - 3 * U(l_c)
assert change < 0
assert abs(change / (-2 * A * delta**3 / l_c**3) - 1) < 0.02

# ---------- global minimum below l_0, metastable between l_0 and l_c ----------
assert l_low < l_0 < l_mid < l_c < l_high
for trial in range(3000):
    n = rng.integers(2, 60)
    share = rng.dirichlet(np.full(n, 10 ** rng.uniform(-0.5, 3)))
    gaps = np.maximum(share, 1e-9)
    gaps *= n * l_low / gaps.sum()
    assert np.sum(U(gaps)) >= n * U(l_low) - 1e-12


def bunch_gain(n, l):
    g = np.linspace(0.8 * l_0, 0.999 * l, 4000)
    return n * U(l) - np.min((n - 1) * U(g) + U(n * l - (n - 1) * g))


n_min = next(n for n in range(3, 2000) if bunch_gain(n, l_mid) > 0)
assert bunch_gain(4 * n_min, l_mid) > 0
assert all(bunch_gain(n, l_low) < 0 for n in (10, 100, 1000))


# ---------- neglected effect 1: all pairs of steps interact ----------
def all_pair_formula(l, q):
    p = q * (2 * np.pi - q)
    return -A * p / (2 * l**2) + B * p**2 / (4 * l**4)


def all_pair_direct(l, j, period=12, reach=20000):
    q = 2 * np.pi * j / period
    a = 0.003 * l
    n = np.arange(period)[:, None]
    m = np.arange(1, reach + 1)[None, :]
    d = a * (np.cos(q * (n + m)) - np.cos(q * n))
    D = m * l
    second = (A * np.log1p(-(d / D)**2)
              + B * ((D + d)**-2 + (D - d)**-2 - 2 * D**-2.0))
    return second.sum() / period / a**2 / np.mean(np.cos(q * n)**2)


for l in (l_low, l_mid, l_high):
    for j in (1, 2, 4, 6):
        diff = (all_pair_direct(l, j)
                - all_pair_formula(l, 2 * np.pi * j / 12))
        assert abs(diff) < 3e-3 * (A / l**2 + B / l**4)


def marginal_wave(l):
    q = brentq(lambda q: all_pair_formula(l, q), 1e-3, np.pi)
    p_edge = 2 * A * l**2 / B
    assert abs(q - (np.pi - np.sqrt(np.pi**2 - p_edge))) < 1e-8
    return 2 * np.pi / q


wave_low, wave_mid = marginal_wave(l_low), marginal_wave(l_mid)
l_pair = brentq(lambda l: all_pair_formula(l, np.pi), 0.5 * l_c, 2 * l_c)
assert abs(l_pair / (np.pi * np.sqrt(B / (2 * A))) - 1) < 1e-9

# ---------- neglected effect 2: thermal wandering of a confined step ----------
B_thermal = (np.pi * kT)**2 / (8 * stiffness)


def confinement_cost(l, dy, dx=0.1):
    count = int(round(2 * l / dx))
    pos = (np.arange(count) + 0.5) * dx
    spread = kT * dy / stiffness
    kernel = (dx / np.sqrt(2 * np.pi * spread)
              * np.exp(-(pos[:, None] - pos[None, :])**2 / (2 * spread)))
    top = eigh(kernel, eigvals_only=True,
               subset_by_index=[count - 1, count - 1])[0]
    return -kT * np.log(top) / dy


# The wall error scales as sqrt(dy), so two values of dy remove its lead term.
cost = 2 * confinement_cost(l_high, 0.25) - confinement_cost(l_high, 1.0)
assert abs(cost / (B_thermal / l_high**2) - 1) < 5e-3
l_c_thermal = np.sqrt(6 * (B + B_thermal) / A)

# ---------- neglected effect 3: modulus changed by 20 per cent ----------
l_c_soft = np.sqrt(6 * B / log_strength(0.8 * young))
l_c_stiff = np.sqrt(6 * B / log_strength(1.2 * young))

# ---------- printed numbers ----------
print(f"Young modulus (rough): {young:.2f} eV/A^3 = {young*to_gpa:.0f} GPa")
print(f"Poisson ratio (rough): {poisson:.2f}")
print(f"misfit strain: {100*misfit:.1f} percent")
print(f"step height (rough): {height:.1f} A")
print(f"repulsion B (rough): {B:.2f} eV A")
print(f"temperature: {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"step stiffness (rough): {stiffness:.3f} eV/A")
print(f"film stress: {film_stress:.5f} eV/A^3")
print(f"line force at a step: {line_force:.5f} eV/A^2")
print(f"log strength A: {A:.4e} eV/A")
print(f"energy minimum l_0: {l_0:.2f} A = {l_0/10:.2f} nm")
print(f"threshold l_c = sqrt(6B/A): {l_c:.2f} A = {l_c/10:.2f} nm")
print(f"threshold from ring Hessian: {l_c_numeric:.2f} A")
print(f"miscut at l_c: {np.degrees(np.arctan(height/l_c)):.2f} degrees")
for l in (l_mid, l_high):
    print(f"U'' at {l:.0f} A: {U2(l):.3e} eV/A^3")
    print(f"  pairing-mode rate / Gamma: {-4*U2(l):.3e} eV/A^3")
print(f"largest relative error of linear rates: {worst_rate_error:.1e}")
print(f"long run: {n_ring} steps, mean spacing {l_high:.0f} A")
print(f"  final narrow spacing (mean): {np.mean(final_gaps[:-1]):.2f} A")
print(f"  final wide terrace: {final_gaps[-1]:.1f} A")
print(f"  narrow spacing from force balance: {narrow:.2f} A")
print(f"  wide terrace from force balance: {wide_gap(narrow):.1f} A")
print(f"  energy drop of the ring: {energy_drop:.3e} eV/A")
print(f"at l_c, delta = {delta:.2f} A: energy change {change:.3e} eV/A")
print(f"fewest steps for a lower-energy bunch at {l_mid:.0f} A: {n_min}")
print("All pairs interacting:")
print(f"  at {l_low:.0f} A unstable beyond {wave_low:.1f} steps per wave")
print(f"  at {l_mid:.0f} A unstable beyond {wave_mid:.1f} steps per wave")
print(f"  pairing-mode threshold: {l_pair:.2f} A")
print(f"thermal wandering coefficient: {B_thermal:.3f} eV A")
print(f"  its ratio to B: {B_thermal/B:.2f}")
print(f"  l_c with it added to B: {l_c_thermal:.1f} A")
print(f"l_c with modulus 20 percent lower: {l_c_soft:.1f} A")
print(f"l_c with modulus 20 percent higher: {l_c_stiff:.1f} A")
print("ALL CHECKS PASSED")
```

Output:

```
Young modulus (rough): 1.00 eV/A^3 = 160 GPa
Poisson ratio (rough): 0.25
misfit strain: 1.0 percent
step height (rough): 3.1 A
repulsion B (rough): 0.40 eV A
temperature: 900 K, kT = 0.0776 eV
step stiffness (rough): 0.030 eV/A
film stress: 0.01333 eV/A^3
line force at a step: 0.04133 eV/A^2
log strength A: 1.0197e-03 eV/A
energy minimum l_0: 28.01 A = 2.80 nm
threshold l_c = sqrt(6B/A): 48.52 A = 4.85 nm
threshold from ring Hessian: 48.52 A
miscut at l_c: 3.66 degrees
U'' at 40 A: 3.002e-07 eV/A^3
  pairing-mode rate / Gamma: -1.201e-06 eV/A^3
U'' at 60 A: -9.805e-08 eV/A^3
  pairing-mode rate / Gamma: 3.922e-07 eV/A^3
largest relative error of linear rates: 4.4e-08
long run: 8 steps, mean spacing 60 A
  final narrow spacing (mean): 29.65 A
  final wide terrace: 272.4 A
  narrow spacing from force balance: 29.65 A
  wide terrace from force balance: 272.4 A
  energy drop of the ring: 1.187e-03 eV/A
at l_c, delta = 0.05 A: energy change -2.220e-12 eV/A
fewest steps for a lower-energy bunch at 40 A: 13
All pairs interacting:
  at 25 A unstable beyond 11.3 steps per wave
  at 40 A unstable beyond 3.4 steps per wave
  pairing-mode threshold: 44.00 A
thermal wandering coefficient: 0.247 eV A
  its ratio to B: 0.62
  l_c with it added to B: 61.7 A
l_c with modulus 20 percent lower: 54.2 A
l_c with modulus 20 percent higher: 44.3 A
ALL CHECKS PASSED
```
